# Auditing a bcc interstitial landscape with the Euler relation

## Problem

An interstitial atom moves in a bcc host with cubic edge $a$. A search for stationary points of its energy $U(\mathbf r)$ reports, per primitive cell, 6 minima at the tetrahedral sites, 12 saddles, 7 points of index two and 1 maximum at the host atom, where the repulsion has been capped to a finite, smooth peak. The index $m$ is the number of negative eigenvalues of the Hessian $H_{ij}=\partial_i\partial_jU$, and $c_m$ is the number of points of index $m$ per primitive cell.

As a model take

$$U=A(S+bQ),\qquad S=XY+YZ+ZX,\qquad Q=X^2+Y^2+Z^2,$$

with $X=\cos kx$, $Y=\cos ky$, $Z=\cos kz$, $k=2\pi/a$, $A>0$ and $-1<b<1$. Host atoms sit at the origin and at the cube centre. The translation $(a/2,a/2,a/2)$ reverses the signs of $X,Y,Z$ together and leaves $U$ unchanged, as bcc periodicity requires.

(a) Show that the reported list satisfies $c_0-c_1+c_2-c_3=0$, and prove this relation. (b) Does passing it certify the list? For which $b$ does the model have this list? (c) Find the migration barrier for $A=1.00$ eV, $b=0.10$, $a=3.00$ angstrom.

The algebra is in atomic units ($\hbar=m_e=e=1$); numbers are in eV and angstrom.

## A tempting solution

The sum is $6-12+7-1=0$, so the list is complete. Since the symmetry of the sites does not depend on $b$, the list holds for every $b$. Each tetrahedral site has four nearest neighbours of its kind, which gives $6\times4/2=12$ links and hence 12 saddles. Two linked minima are $(a/2,a/4,0)$ and $(a/2,0,a/4)$. They are equivalent, so the saddle lies halfway, at $(a/2,a/8,a/8)$. There $X=-1$ and $Y=Z=1/\sqrt2$, so $S=-\sqrt2+\tfrac12$ and $Q=2$. At the minimum $X=-1$ and one of $Y,Z$ is 1 while the other is 0, so $S=-1$ and $Q=2$. The barrier is therefore

$$A\left(\tfrac32-\sqrt2\right)=0.0858\ \text{eV}.$$

## Where it fails

The arithmetic is right, but three inferences are not.

First, a vanishing alternating sum is a necessary condition. Other lists also give zero, and the model itself will supply two of them.

Second, symmetry can make a site stationary for every $b$, but it does not fix the signs of the Hessian eigenvalues there. These can change with $b$, and the list with them, as shown below.

Third, equivalence of the end points does not make the midpoint stationary. The mirror operation that exchanges $y$ and $z$ forces $\partial_yU=\partial_zU$ there; it does not force their common value to vanish. In fact

$$\partial_yU=-Ak\sin ky\,(X+Z+2bY)=-\frac{Ak}{\sqrt2}\left(-1+\frac{1+2b}{\sqrt2}\right),$$

which is zero only if $b=(\sqrt2-1)/2\approx0.207$. For $b=0.10$ it is positive: the energy falls towards smaller $y=z$, and the saddle must be sought there.

## The relation, proved

Assume that $U$ is smooth and periodic and that its stationary points are non-degenerate, meaning $\det H\ne0$ at each. They are then isolated and finite in number per cell.

Let $\phi$ be a smooth bump in three-dimensional gradient space, zero outside a small ball about the origin, with unit integral. Define

$$I(\mathbf c)=\int_{\rm cell}\phi(\nabla U-\mathbf c)\,\det H\;d^3r .$$

**$I$ does not depend on $\mathbf c$.** Differentiation gives

$$\frac{\partial I}{\partial c_i}=-\int_{\rm cell}(\partial_i\phi)\det H\,d^3r,$$

where $\partial_i\phi$ is the derivative with respect to the $i$th argument of $\phi$. Let $C_{ij}$ be the cofactors of $H$, so that $\sum_jC_{ij}H_{kj}=\delta_{ik}\det H$. By the chain rule, $\partial\phi/\partial r_j=\sum_k(\partial_k\phi)H_{kj}$, and hence

$$\sum_jC_{ij}\frac{\partial\phi}{\partial r_j}=(\partial_i\phi)\det H .$$

The cofactors have no divergence. With summation over repeated indices, $C_{ij}=\tfrac12\epsilon_{ikl}\epsilon_{jmn}H_{km}H_{ln}$. In $\partial_jC_{ij}$ one term contains $\partial_jH_{km}=\partial_j\partial_k\partial_mU$, symmetric in $j,m$, multiplied by $\epsilon_{jmn}$, antisymmetric in $j,m$; it vanishes. The other term vanishes in the same way through $j,n$. The integrand is therefore the divergence $\sum_j\partial(C_{ij}\phi)/\partial r_j$ of a periodic field, and its integral over a cell is zero.

**$I$ vanishes.** The gradient of a smooth periodic function is bounded. For $|\mathbf c|$ beyond its largest value plus the radius of the bump, $\phi(\nabla U-\mathbf c)=0$ everywhere. Since $I$ is constant, $I(0)=0$.

**$I(0)$ counts stationary points.** If the bump is narrow enough, only small neighbourhoods of the stationary points contribute. In each, $\mathbf r\mapsto\nabla U$ is one-to-one and $d^3(\nabla U)=|\det H|\,d^3r$, so the contribution is the sign of $\det H$, which is $(-1)^m$. Therefore

$$\sum_{\text{points}}(-1)^m=c_0-c_1+c_2-c_3=0 .$$

The reported list satisfies this. Its numbers also match the Wigner-Seitz cell of bcc, a truncated octahedron. Its 24 corners, each shared by four cells, give 6; its 36 edges, shared by three, give 12; its 6 squares and 8 hexagons, shared by two, give $3+4=7$; and there is one interior. This is a useful guide to the number of points, but the midpoint calculation shows that it does not fix their positions.

## All stationary points of the model

The three conditions are

$$\sin kx\,(Y+Z+2bX)=0$$

and its two cyclic partners. Take $b\ne0,\tfrac12$ and sort by how many sines vanish. Counts per cubic cell are halved for the primitive cell.

- **Three.** All cosines are $\pm1$, which gives 8 points. Two have equal signs and are host atoms; the other six are octahedral sites. Primitive counts: 1 and 3.
- **Two**, say $X,Y=\pm1$. The remaining condition is $X+Y+2bZ=0$. Equal signs would require $|Z|=1/|b|>1$, which is impossible. Opposite signs give $Z=0$, the tetrahedral sites. There are $3\times2\times2=12$, hence 6.
- **One**, say $X=\pm1$. Subtracting $X+Z+2bY=0$ and $X+Y+2bZ=0$ gives $(Z-Y)(1-2b)=0$, so $Y=Z$ and $(1+2b)Y=-X$. A solution with non-zero sines needs $|1+2b|>1$, that is $b>0$. There are $3\times2\times4=24$, hence 12.
- **None.** The three linear equations have a matrix with eigenvalues $2b-1$ (twice) and $2b+2$, none of them zero. So $X=Y=Z=0$, the midpoints between neighbouring host atoms: 8 points, hence 4.

For the indices, differentiate once more:

$$H_{xx}=Ak^2\left[2b\sin^2kx-X(Y+Z+2bX)\right],\qquad H_{xy}=Ak^2\sin kx\sin ky .$$

One representative of each kind gives these eigenvalues in units of $Ak^2$:

- Host, $(X,Y,Z)=(1,1,1)$: $-(2+2b)$ three times.
- Octahedral, $(-1,1,1)$: $2-2b$ along $x$, and $-2b$ twice.
- Tetrahedral, $(-1,1,0)$: $1-2b$ twice, and $2b$.
- Bond midpoint, $(0,0,0)$: with $s_i=\pm1$ the values of the sines, the matrix is $(2b-1)\delta_{ij}+s_is_j$. Its eigenvalues are $2b-1$ twice and $2b+2$.
- One-sine point, $(-1,q,q)$ with $q=1/(1+2b)$: the $x$ direction gives

$$2q-2b=\frac{2(1-b-2b^2)}{1+2b}=\frac{2(1-2b)(1+b)}{1+2b}.$$

In the $yz$ block the diagonal elements are $2b(1-q^2)$ and the off-diagonal ones $\pm(1-q^2)$, so the eigenvalues are $(1-q^2)(2b\pm1)$.

For $0<b<\tfrac12$ the signs give 6 tetrahedral minima, 12 saddles, $3+4=7$ index-two points and 1 maximum: the reported list. The other ranges answer part (b).

- For $-1<b<0$ the one-sine points are absent. The octahedral sites are minima, the tetrahedral sites are saddles, and the list is 3, 6, 4, 1.
- For $\tfrac12<b<1$ the bond midpoints are minima, the one-sine points remain saddles, and the tetrahedral sites join the octahedral ones at index two. The list is 4, 12, 9, 1.

Both sums vanish: $3-6+4-1=0$ and $4-12+9-1=0$. At $b=0$ and $b=\tfrac12$ some eigenvalues are zero, and the relation in this form does not apply.

The audit does have power. If the four bond midpoints are overlooked, the sum is $6-12+3-1=-4$, and the list is rejected. But a minimum and a saddle overlooked together leave the sum unchanged.

Newton searches from a grid of starting points, which use none of the site formulas, returned the three lists at $b=0.10$ and $0.40$, at $b=-0.10$, and at $b=0.70$. A second test evaluated the counting integral at $b=0.25$ with a narrow Gaussian for $\phi$. The signed integral was 0.0001 in magnitude, and with $|\det H|$ in place of $\det H$ it gave 26.000, the total $6+12+7+1$.

## What the capped atom contributes

A repulsion that diverges at the nucleus would violate the smoothness used in the proof. The cap replaces it by one maximum, which supplies the $-1$. To see that a tall cap need not disturb the rest, add a smooth core $g(S)$ with $g'\ge0$ and $g''\ge0$, for $0<b<\tfrac12$. Put $\gamma=1+g'/A\ge1$ and $\beta=b/\gamma$, so $0<\beta\le b$. The stationarity conditions become

$$\sin kx\,\left[\gamma(Y+Z)+2bX\right]=0$$

and partners: the old conditions with $b\to\beta$. The points with fixed positions survive.

For the saddle, $q(1+2\beta)=1$, where $\beta$ now depends on $q$ through $S=q^2-2q$. As $q$ rises from 0 to 1, $S$ falls, $g'$ cannot rise, and $\beta$ cannot fall. The left side therefore increases strictly from 0 to a value above 1, and there is one root.

The first-derivative part of the new Hessian is $\gamma$ times the old one with $b\to\beta$, so its signs are unchanged. The $g''$ part is $g''\,\partial_iS\,\partial_jS$. It vanishes at the fixed sites, where $\nabla S=0$. At the saddle it acts only along the direction in the $yz$ plane whose eigenvalue is already positive. All indices survive. A search with an exponential core of height $50A$ also returned 6, 12, 7, 1. For cores of this form the height thus has no bearing on the count, and the model's host-atom energy is not a physical barrier.

## The barrier

On the line $X=-1$, $Y=Z=t$, which contains both the midpoint and the saddle, $S=-2t+t^2$ and $Q=1+2t^2$. Completing the square,

$$\frac UA=b-2t+(1+2b)t^2=b-q+(1+2b)(t-q)^2 .$$

The saddle is the minimum on this line, so the midpoint can never lie below it. With $U/A=-1+2b$ at the tetrahedral site,

$$E_b=A\left(1-b-\frac1{1+2b}\right)=A\,\frac{(1-b)(1+2b)-1}{1+2b}=A\,\frac{b(1-2b)}{1+2b}.$$

For the given parameters,

$$E_b=1.00\times\frac{0.10\times0.80}{1.20}=0.0667\ \text{eV}=0.00245\ \text{hartree}.$$

The saddle has $\cos ky=1/1.20$, so $y=z=0.280$ angstrom, against 0.375 angstrom at the midpoint. The midpoint energy of 0.0858 eV is 0.0191 eV too high, 29% of the true barrier. Steepest descent from either side of the saddle reached the two expected minima, 1.061 angstrom apart.

The octahedral site lies $Ab=0.100$ eV above the minimum. It has two descending directions and is not the transition state for this jump. The barrier vanishes at both ends of the range: as $b\to0$ the octahedral site also falls to the energy of the minima, and as $b\to\tfrac12$ the bond midpoint, at $A(1-2b)$, does so.

## Beside a real metal

The parameters are illustrative and do not describe a particular metal. Dilute hydrogen in vanadium also occupies tetrahedral sites, and its measured activation energy is very roughly 0.05 eV. That energy includes quantum motion and host relaxation, so its closeness to the classical barrier found here is no evidence for the model. The model's harmonic vibrational quanta at the minimum, 0.060 and 0.121 eV, are well below the measured transition energies, roughly 0.11 and 0.17 eV. Beyond the harmonic approximation the gap for the soft mode is wider still: in this potential its excited levels lie on average only about 0.04 eV above the ground levels. Taken as a fixed potential for the proton, the model is therefore too soft for that metal. Taken as a relaxed surface, it is not tested by this comparison, because letting the host follow the proton lowers the curvature. Oxygen and nitrogen in vanadium prefer octahedral sites, so for them the range $b<0$ is the relevant one.

The model does not treat host relaxation explicitly. With a rough bulk modulus of 1.0 eV/angstrom³, an added volume of 3.0 angstrom³ and a cell of 13.5 angstrom³, the crude elastic scale is $1.0\times3.0^2/(2\times13.5)=0.33$ eV, five times the barrier. It is not a correction to the barrier, which depends on the difference in relaxation between saddle and minimum. It does mean that $U$ must be read as an energy already relaxed with respect to the host, and that this relaxed energy must be single-valued and smooth for the audit to apply.

Quantum motion comes next. The estimates below treat $U$ as a fixed potential for a proton. In a real metal the host atoms are too slow to follow the proton's vibration, so the curvatures of a relaxed surface are not those the proton feels, and the numbers show only the likely size of the effect. A mode of curvature $\lambda$ has quantum $\sqrt{\lambda/M}$, with $M$ the proton mass. The harmonic zero-point energy is 0.1508 eV at the minimum and 0.1225 eV at the saddle, where the unstable mode is left out. This lowers the barrier to 0.038 eV, by 42% of its classical value. The harmonic form is itself approximate: a plane-wave solution for the proton in this fixed periodic potential puts its lowest level 0.1374 eV above the minimum, against the harmonic 0.1508 eV. The difference contains both anharmonicity and tunnelling between sites, which this calculation does not separate.

At 300 K the classical barrier is only 2.6 times the thermal energy of 0.0259 eV, so a picture of rare, well-separated jumps is marginal. The unstable-mode quantum $\hbar|\omega|=0.0667$ eV gives the crossover temperature $\hbar|\omega|/(2\pi k_B)=123$ K, below which the thermal flux integral for a parabolic barrier diverges and tunnelling far below the top must be considered. Tunnelling already matters well above it. At energy $\varepsilon$ from its top, a parabolic barrier transmits the fraction $1/(1+e^{-2\pi\varepsilon/\hbar|\omega|})$. Multiplied by $e^{-\varepsilon/k_BT}$, this is even in $\varepsilon$ at twice the crossover temperature, 246 K, so for an ideal parabola, which has no floor, half of the flux there passes below the top. In the model the wells lie only about one quantum $\hbar|\omega|$ below the top, which cuts off the low-energy side, and the share is somewhat under half, roughly 0.43 to 0.49 depending on where the range is cut and how the barrier shape is treated. The Euler audit checks the bookkeeping of the classical surface; these corrections decide how far its barrier can be used for a rate. The remaining site energies and curvatures are in the numerical output.

## Computed values

```
Counts per primitive cell: index 0, 1, 2, 3; alternating sum
  b=0.10, core=0 A, tetrahedral minima: [6, 12, 7, 1] sum 0
  b=0.10, core=50 A, same with hard core: [6, 12, 7, 1] sum 0
  b=0.40, core=0 A, tetrahedral minima: [6, 12, 7, 1] sum 0
  b=-0.10, core=0 A, octahedral minima: [3, 6, 4, 1] sum 0
  b=0.70, core=0 A, bond-midpoint minima: [4, 12, 9, 1] sum 0
Sum if the bond midpoints are omitted: -4
Gradient-density test at b = 0.25 (dimensionless)
  signed count = 0.0001 in magnitude
  total count = 26.000
Example: rough regime of hydrogen in vanadium
  cubic edge a = 3.00 angstrom
  amplitude A = 1.00 eV, b = 0.10
Sites: number, energy above minimum, Hessian eigenvalues
  tetrahedral: 6, 0.0000 eV, 0.877 3.509 3.509 eV/angstrom^2
  saddle: 12, 0.0667 eV, -1.072 1.608 6.434 eV/angstrom^2
  octahedral: 3, 0.1000 eV, -0.877 -0.877 7.896 eV/angstrom^2
  bond midpoint: 4, 0.8000 eV, -3.509 -3.509 9.650 eV/angstrom^2
  host atom: 1, 4.1000 eV, -9.650 -9.650 -9.650 eV/angstrom^2
Saddle coordinate y = z = 0.2796 angstrom
Straight midpoint y = z = 0.3750 angstrom
Distance between joined minima = 1.0607 angstrom
Classical barrier = 0.0667 eV = 0.002450 hartree
Straight-midpoint energy = 0.0858 eV
Straight-midpoint excess = 0.0191 eV
Neglected effects, sized for this example
  proton quanta at minimum = 0.0603 0.1207 0.1207 eV
  stable quanta at saddle = 0.0817 0.1634 eV
  unstable-mode quantum = 0.0667 eV
  harmonic zero-point energy, minimum = 0.1508 eV
  harmonic zero-point energy, saddle = 0.1225 eV
  barrier with harmonic zero point = 0.0384 eV
  plane-wave proton ground level = 0.1374 eV above minimum
  tunnelling crossover temperature = 123.2 K
  thermal energy at 300 K = 0.0259 eV
  classical barrier / thermal energy = 2.58
  rough bulk modulus = 1.0 eV/angstrom^3
  rough added volume = 3.0 angstrom^3
  primitive-cell volume = 13.50 angstrom^3
  crude host-relaxation scale = 0.33 eV
```
